# Why halving the optimal repeater count costs about 13 percent in delay

**Question**

I am working on an exercise about repeaters in a long on-chip wire. The delay coefficients are 0.38 for distributed RC and 0.69 for lumped RC, and the output parasitic of a repeater equals its input capacitance. I have to show that using half the optimal number of repeaters, without changing their size, costs about 13 percent in delay.

I wrote the delay as $Ak+B/k$, where $k$ is the number of repeaters. At the optimum the two terms are equal, say 1 each. With half the repeaters they become $1/2$ and $2$, so the sum goes from 2 to 2.5. That is 25 percent, not 13. What am I missing?

**Answer**

Your two terms behave as you say, but the delay has a third part that does not depend on $k$. It comes from repeaters charging the wire and from the wire charging repeater inputs. At the optimum it is nearly half of the total, so the 25 percent is diluted to about 13.

**Delay of one stage**

Let the wire have length $L$, resistance $r$ and capacitance $c$ per unit length. Cut it into $k$ equal segments of length $l=L/k$, each driven by one inverter. Here $k$ includes the driver at the start of the wire, and the last segment ends on another inverter of the same size.

A unit inverter has output resistance $R_0$, input capacitance $C_0$ and output parasitic $pC_0$; your exercise has $p=1$. An inverter $h$ times larger has resistance $R_0/h$ and capacitances $hC_0$ and $phC_0$.

Delay is measured between 50% crossings, and each driver is treated as a source that switches abruptly when its input reaches 50%. The coefficients come from two limiting circuits.

- *Lumped RC.* A capacitor charged through a resistor follows $1-e^{-t/RC}$. This reaches $1/2$ at $t=RC\ln 2=0.69\,RC$.
- *Distributed RC.* For a wire of total resistance $R$ and capacitance $C$, with an ideal step at one end and the other end open, the voltage obeys a diffusion equation. Its slowest mode gives $v\approx 1-\frac{4}{\pi}e^{-\pi^2t/(4RC)}$ at the open end. Setting $v=1/2$ gives $t=\frac{4}{\pi^2}\ln\frac{8}{\pi}\,RC=0.38\,RC$. The next mode decays nine times faster and is negligible by then.

A real stage mixes both situations. The model adds the contributions, asking for each resistance which capacitance is charged through it:

$$
t=0.69\,\frac{R_0}{h}\,(phC_0+cl+hC_0)+0.69\,(rl)(hC_0)+0.38\,(rl)(cl).
$$

The driver resistance charges everything in the stage. The wire resistance charges the next input, which is a lumped load, and the wire's own distributed capacitance. Adding the terms in this way is an approximation, whose error is estimated below.

**Total delay**

Multiply by $k$ and insert $l=L/k$. In the terms with one factor of $l$, the $k$ cancels. The term with $l^2$ keeps a factor $1/k$, and the term without $l$ keeps a factor $k$:

$$
T=Ak+\frac{B}{k}+S(h),
$$

$$
A=0.69(1+p)R_0C_0,\qquad B=0.38\,rcL^2,\qquad
S(h)=0.69\,L\left(\frac{R_0c}{h}+rC_0h\right).
$$

In $A$ the size has cancelled: a larger inverter has less resistance but proportionally more capacitance of its own. The term $S(h)$ is the one missing from your expression.

**The optimum**

Since $k$ and $h$ occur in separate terms, each can be optimised alone. Treat $k$ as continuous for now and complete the square:

$$
Ak+\frac{B}{k}=\left(\sqrt{Ak}-\sqrt{B/k}\right)^2+2\sqrt{AB}.
$$

The minimum is where the square vanishes, at $k^*=\sqrt{B/A}$. There, both terms equal $\sqrt{AB}$. The same step applied to $S$ gives

$$
h^*=\sqrt{\frac{R_0c}{rC_0}},\qquad S^*=2\times0.69\,L\sqrt{R_0C_0rc}.
$$

The best size does not contain $k$. "At unchanged size" is therefore no handicap in this model: resizing the remaining repeaters would gain nothing.

**Halving the count**

At $k^*/2$ the first term becomes $\frac12\sqrt{AB}$ and the second $2\sqrt{AB}$, while $S^*$ stays. The delay grows by

$$
\Delta T=\left(\tfrac12+2-2\right)\sqrt{AB}=\tfrac12\sqrt{AB}.
$$

Divide by the original delay, and then divide numerator and denominator by $2\sqrt{AB}$:

$$
\frac{\Delta T}{T^*}=\frac{\frac12\sqrt{AB}}{2\sqrt{AB}+S^*}
=\frac{1/4}{1+S^*/(2\sqrt{AB})}.
$$

From the definitions, $\sqrt{AB}=L\sqrt{0.69\times0.38\,(1+p)\,R_0C_0rc}$. All wire and inverter parameters except $p$ cancel in the ratio:

$$
\frac{S^*}{2\sqrt{AB}}=\frac{0.69}{\sqrt{0.69\times0.38\,(1+p)}}
=\sqrt{\frac{0.69}{0.38\,(1+p)}}.
$$

For $p=1$ this is $\sqrt{0.69/0.76}=0.953$, so

$$
\frac{\Delta T}{T^*}=\frac{0.25}{1.953}=0.128,
$$

which is the 13 percent you were asked for.

The parasitic matters. With $p=0$ the cost is 10.6 percent. As $p$ grows, the two $k$-dependent terms, which stay equal at the optimum, outgrow $S^*$ and the cost approaches your 25 percent.

**Other changes of the count**

If the count is multiplied by $m$, the first two terms become $(m+1/m)\sqrt{AB}$. Since $m+1/m-2=(m-1)^2/m$, the relative cost for $p=1$ is

$$
\frac{(m-1)^2}{2m}\times\frac{1}{1.953}.
$$

For $m=1/2$ the first factor is $1/4$, as before. Doubling the count, $m=2$, gives the same delay penalty. Removing a tenth of the repeaters, $m=0.9$, costs only about 0.3 percent, because the minimum is flat.

Halving and doubling differ in capacitance. At the optimum the repeaters contribute

$$
k^*h^*(1+p)C_0=cL\sqrt{\frac{0.38(1+p)}{0.69}},
$$

which is $1.05\,cL$ for $p=1$. Removing half of them takes away $0.525\,cL$ out of $2.05\,cL$, or 26 percent of the switched capacitance. At fixed supply voltage and switching rate, the energy spent on charging these capacitances falls by the same fraction.

**An example with numbers**

Take a copper wire 100 nm wide, 200 nm thick and 1100 µm long, with effective resistivity 3 µΩ cm and capacitance 0.2 fF/µm. Its resistance is

$$
r=\frac{3\times10^{-8}\ \Omega\,\mathrm{m}}{2\times10^{-14}\ \mathrm{m^2}}=1.5\ \Omega/\mathrm{µm}.
$$

Let the unit inverter have $R_0=10$ kΩ and $C_0=0.1$ fF, so $R_0C_0=1$ ps. Also $rc=3\times10^{-4}$ ps/µm². Then

$$
h^*=\sqrt{\frac{10^4\times0.2}{1.5\times0.1}}=115,\qquad
k^*=1100\sqrt{\frac{0.38\times3\times10^{-4}}{1.38\times1}}=10.0.
$$

The optimum lies almost on an even integer, so ten and five repeaters can be compared directly. At ten, the three terms are

- repeater term: $10\times1.38\times1\ \mathrm{ps}=13.8$ ps;
- wire term: $0.38\times3\times10^{-4}\times1100^2/10=13.8$ ps;
- size term: $1.38\times1100\times\sqrt{3\times10^{-4}}=26.3$ ps.

They add to 53.9 ps. With five repeaters the terms are 6.9, 27.6 and 26.3 ps, which add to 60.8 ps. The increase is 6.9 ps, or 12.8 percent. This compares delay only: ten inverters preserve the signal's polarity while five reverse it, so a real design would also have to correct the polarity.

**How good is the delay model?**

To avoid adding 0.38 and 0.69 terms, I replaced each segment by a ladder of 40 small RC cells and computed its step response from the eigenmodes. The delays for ten and five repeaters are then 57.3 and 63.8 ps. The simple formula is about 6 percent low at ten repeaters, relative to the ladder.

The cost of halving is 11.4 percent for this same design. If the ladder's delay is itself minimised first, the optimum moves to $k=9.9$ and $h=110$, and halving from there costs 12.0 percent. Thus "about 13" survives as "about 12" when the step response is treated more accurately.

Adding an inductance of 0.4 pH/µm, a rough value, barely matters here: the cost is 11.6 percent.

The abrupt switching is a stronger assumption. As a crude alternative, let each driver's source follow a linear input ramp without any gain, with the ramp's full duration equal to the 10–90% rise time of a step-driven stage divided by 0.8. The delays become 69.8 and 77.4 ps. The absolute delay changes a lot, but the cost is 10.9 percent. This is a weak test. In a linear circuit without gain, a slower ramp only moves the delay towards the value obtained with coefficients 1 and 0.5 in place of 0.69 and 0.38, which is 76.3 and 84.4 ps, a cost of 10.7 percent. A real inverter is nonlinear, and its slope dependence can shift the best count away from ten, which changes the cost of going from ten to five. A transistor-level simulation would be needed to place it.

**What changes on a real chip**

The wire and inverter values above are rough ones for an intermediate wiring level of a modern chip. The resistivity is well above that of bulk copper (roughly 1.7 µΩ cm), as expected for a narrow wire. On a real chip the design is fixed while the conditions vary, so the starting point is not always optimal. Your two-term reasoning then helps again: without other $k$-dependent terms, halving adds $B/k-Ak/2$ to the delay. Keeping $h=115$ and comparing ten with five repeaters, the simple model gives:

- *Hotter wire.* A 75 K rise, at roughly 0.0067 µΩ cm per kelvin, raises $r$ by 17 percent. The wire term grows, and halving costs 15.8 percent. The inverter's own temperature dependence is left out.
- *Neighbours switching the opposite way.* If this raises the effective $c$ by an assumed factor 1.5, halving costs 20 percent. For neighbours switching at the same moment, the factor is one plus the share of $c$ that couples to them. It can exceed 1.5 for tall, closely spaced wires and is at most 2, where halving would cost about 26 percent.
- *Vias.* A via stack of roughly 10 Ω at each end of every segment adds delay, part of which disappears with the removed repeaters. Halving costs 10.7 percent.

Of the effects sized here, switching neighbours move the result most. The 13 percent therefore applies for $p=1$ when you start from the joint optimum of count and size for the wire's actual $r$ and $c$. Since the count must be a whole number, a real wire can only come close to that optimum, and this matters most when there are few repeaters. In the simple model with $h=h^*$, if ten is the best whole number, halving costs between about 11 and 15 percent, depending on the exact length. If four is the best, the range is about 7 to 17 percent. If the repeaters were placed for quiet neighbours but the delay limit must hold in the worst switching case, use the cost for switching neighbours when deciding whether to remove half of them. It is 20 percent for the factor 1.5 assumed here and has to be recalculated for the actual coupling.
